# A single Gaussian and the mass-velocity term: does minimisation work?: test program

```python
# Result under test (Hartree atomic units, c = 1/fine-structure constant):
# for H = p^2/2 - Z/r - p^4/(8 c^2) and the normalised s Gaussian
# phi = (2 alpha/pi)^(3/4) exp(-alpha r^2), the mean energy is
#   E = 3 alpha/2 - 2 Z sqrt(2 alpha/pi) - 15 alpha^2/(8 c^2),
# which has no lower bound as alpha grows. It has a local minimum and a
# barrier only when Z < c sqrt(pi/15).
# alpha: Gaussian exponent (bohr^-2); Z: nuclear charge; r: radius (bohr).
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

c = 1.0 / const.fine_structure
hartree_keV = const.physical_constants["Hartree energy in eV"][0] / 1000
bohr_fm = const.physical_constants["Bohr radius"][0] * 1e15
pi = np.pi
nodes, weights = np.polynomial.legendre.leggauss(120)
x_grid, x_weight = 3.5 * (nodes + 1), 3.5 * weights


def formula_terms(alpha, Z):
    """Kinetic, nuclear, mass-velocity and Darwin means, closed form."""
    return np.array([1.5 * alpha, -2 * Z * np.sqrt(2 * alpha / pi),
                     -15 * alpha**2 / (8 * c**2),
                     pi * Z / (2 * c**2) * (2 * alpha / pi)**1.5])


def formula_energy(alpha, Z):
    return formula_terms(alpha, Z)[:3].sum()


def derivatives(f, r, h):
    """Fourth-order central first and second differences."""
    a, b, m, d, e = f(r - 2*h), f(r - h), f(r), f(r + h), f(r + 2*h)
    return (a - 8*b + 8*d - e) / (12*h), (-a + 16*b - 30*m + 16*d - e) / (12*h*h)


def defined_terms(alpha, Z):
    """The same means from derivatives and radial quadrature, plus the norm."""
    r, w = x_grid / np.sqrt(alpha), x_weight / np.sqrt(alpha)
    h = 0.01 / np.sqrt(alpha)

    def phi(s):
        return (2 * alpha / pi)**0.75 * np.exp(-alpha * s * s)

    first, second = derivatives(lambda s: s * phi(s), r, h)
    density_second = derivatives(lambda s: s * phi(s)**2, r, h)[1]
    u = r * phi(r)
    kinetic = 2 * pi * np.sum(w * first**2)
    nuclear = -4 * pi * Z * np.sum(w * u * u / r)
    mass_velocity = -4 * pi * np.sum(w * second**2) / (8 * c**2)
    # Darwin term is <Laplacian of V>/(8 c^2), moved onto phi^2 by parts
    darwin = -4 * pi * Z * np.sum(w * density_second) / (8 * c**2)
    norm = 4 * pi * np.sum(w * u * u)
    return np.array([kinetic, nuclear, mass_velocity, darwin]), norm


def defined_energy(alpha, Z):
    return defined_terms(alpha, Z)[0][:3].sum()


# Energy terms against their definitions; tolerance covers differencing error
for Z in (1, 20, 68):
    for alpha in (0.3, 50.0, 1e3, 1e6):
        terms, norm = defined_terms(alpha, Z)
        assert abs(norm - 1) < 1e-9
        assert np.allclose(terms, formula_terms(alpha, Z), rtol=1e-5, atol=0)

# Explicit bound that proves the fall without limit
alpha_proof = 8 * c**2 / 5
for Z in (1, 20, 68):
    for factor in (1, 3, 100, 1e4):
        alpha = factor * alpha_proof
        assert defined_energy(alpha, Z) < -1.5 * alpha


# Momentum density, checked by a numerical Fourier transform
def momentum_density(p, alpha):
    return (2 * pi * alpha)**-1.5 * np.exp(-p * p / (2 * alpha))


for p_scaled in (0.5, 1.0, 2.0):
    alpha = 1000.0
    p = p_scaled * np.sqrt(alpha)
    r, w = x_grid / np.sqrt(alpha), x_weight / np.sqrt(alpha)
    wave = (2 * alpha / pi)**0.75 * np.exp(-alpha * r * r)
    amplitude = np.sqrt(2 / pi) / p * np.sum(w * r * wave * np.sin(p * r))
    assert np.isclose(amplitude**2, momentum_density(p, alpha), rtol=1e-8)


def momentum_mean(f, alpha, low=0.0, high=None):
    width = np.sqrt(alpha)
    top = 14.0 if high is None else min(high / width, 14.0)
    return quad(lambda q: 4 * pi * (q * width)**2 * width * f(q * width)
                * momentum_density(q * width, alpha),
                low / width, top, epsabs=1e-13, epsrel=1e-10, limit=200)[0]


def truncated_kinetic(p):
    return p**2 / 2 - p**4 / (8 * c**2)


def root_kinetic(p):
    return p**2 / (1 + np.sqrt(1 + (p / c)**2))


def root_energy(alpha, Z):
    return momentum_mean(root_kinetic, alpha) + formula_terms(alpha, Z)[1]


# Cause: the negative part comes only from momenta above 2c
alpha_cause = 1e5
below = momentum_mean(truncated_kinetic, alpha_cause, 0, 2 * c)
above = momentum_mean(truncated_kinetic, alpha_cause, 2 * c)
assert below > 0 > above and below + above < 0
assert np.isclose(below + above, formula_energy(alpha_cause, 0), rtol=1e-7)
share_loose = momentum_mean(lambda p: 1.0, 1e3, 2 * c)
share_tight = momentum_mean(lambda p: 1.0, alpha_cause, 2 * c)
alpha_zero_kinetic = brentq(lambda a: defined_energy(a, 0), 1e3, 1e5)
assert np.isclose(alpha_zero_kinetic, 4 * c**2 / 5, rtol=1e-5)


# Number of turning points on either side of the critical charge
def turning_points(Z):
    energies = [defined_energy(a, Z) for a in Z**2 * np.logspace(-2, 3, 1500)]
    return int(np.sum(np.diff(np.sign(np.diff(energies))) != 0))


Z_critical = c * np.sqrt(pi / 15)
assert 62 < Z_critical < 63
turns = {Z: turning_points(Z) for Z in (20, 62, 63, 68)}
assert turns == {20: 2, 62: 2, 63: 0, 68: 0}

# Minimum and barrier for the model charge, from the cubic and by search
Zm = 20
cubic = np.roots([3.75 * (Zm / c)**2, 0, -1.5, np.sqrt(2 / pi)])
scaled = np.sort(cubic.real[(cubic.real > 0) & (abs(cubic.imag) < 1e-9)])
alpha_min, alpha_max = Zm**2 * scaled**2
found_min = minimize_scalar(lambda a: defined_energy(a, Zm), method="bounded",
                            bounds=(0.1 * Zm**2, Zm**2)).x
found_max = minimize_scalar(lambda a: -defined_energy(a, Zm), method="bounded",
                            bounds=(5 * Zm**2, 40 * Zm**2)).x
assert np.isclose(found_min, alpha_min, rtol=1e-3)
assert np.isclose(found_max, alpha_max, rtol=1e-3)


# Matrix elements between unnormalised Gaussians with exponents a and b
def elements(a, b, Z):
    overlap = (pi / (a + b))**1.5
    return np.array([overlap, 3 * a * b / (a + b) * overlap,
                     -2 * pi * Z / (a + b),
                     60 * (a * b / (a + b))**2 * overlap])


a, b = 20.0, 180.0
r, w = x_grid / np.sqrt(a + b), x_weight / np.sqrt(a + b)
ga, gb = np.exp(-a * r * r), np.exp(-b * r * r)
la, lb = (4*a*a*r*r - 6*a) * ga, (4*b*b*r*r - 6*b) * gb
integrals = [4 * pi * np.sum(w * r * r * f) for f in
             (ga * gb, -0.5 * ga * lb, -Zm * ga * gb / r, la * lb)]
assert np.allclose(integrals, elements(a, b, Zm), rtol=1e-8, atol=0)


def lowest_eigenvalue(exponents, Z):
    S, T, V, P4 = np.moveaxis(np.array(
        [[elements(p, q, Z) for q in exponents] for p in exponents]), 2, 0)
    scale = 1 / np.sqrt(np.diag(S))
    outer = np.outer(scale, scale)
    return eigh((T + V - P4 / (8 * c**2)) * outer, S * outer,
                eigvals_only=True)[0]


exponents = 0.05 * Zm**2 * 3.0**np.arange(8)
basis_rows = [(n, exponents[n - 1], lowest_eigenvalue(exponents[:n], Zm))
              for n in range(4, 9)]
basis_energies = np.array([row[2] for row in basis_rows])
assert np.all(np.diff(basis_energies) < 0)
assert abs(basis_energies[0] + Zm**2 / 2) < 0.05 * Zm**2 / 2
assert basis_energies[-1] < -2 * c**2


# First-order treatment on the nonrelativistic 1s state
def dirac_energy(Z):
    return c**2 * (np.sqrt(1 - (Z / c)**2) - 1)


p4_1s = quad(lambda s: 4 * Zm**4 * (s - 2)**2 * np.exp(-2 * s), 0, 40)[0]
assert np.isclose(p4_1s, 5 * Zm**4, rtol=1e-8)
shift_mv = -p4_1s / (8 * c**2)
shift_darwin = pi * Zm / (2 * c**2) * (Zm**3 / pi)
first_order = -Zm**2 / 2 + shift_mv + shift_darwin
assert abs(first_order - dirac_energy(Zm)) < 0.02

# Erbium one-electron ion: comparisons and neglected effects
Z = 68
for alpha in np.logspace(1, 9, 25):
    floor = 2 * (c - Z) * np.sqrt(2 * alpha / pi) - c**2
    assert root_energy(alpha, Z) > floor > -c**2
best = minimize_scalar(lambda t: root_energy(10**t, Z), method="bounded",
                       bounds=(2, 6))
alpha_root, energy_root = 10**best.x, best.fun
assert energy_root < root_energy(alpha_root / 2, Z)
assert energy_root < root_energy(alpha_root * 2, Z)
alpha_dirac = brentq(lambda a: formula_energy(a, Z) - dirac_energy(Z), 100, 1e5)
assert defined_energy(0.99 * alpha_dirac, Z) > dirac_energy(Z)
assert defined_energy(1.01 * alpha_dirac, Z) < dirac_energy(Z)
alpha_equal = brentq(lambda a: defined_terms(a, Z)[0][2:].sum(), 100, 1e4)
assert np.isclose(alpha_equal, 128 * Z**2 / (225 * pi), rtol=1e-4)
with_darwin = [defined_terms(a, Z)[0].sum() for a in (1e5, 1e6, 1e7, 1e8)]
assert np.all(np.diff(with_darwin) < 0) and with_darwin[-1] < -1e10

# Uniformly charged nucleus with a rough radius 1.2 A^(1/3) fm
mass_number = 166
radius_fm = 1.2 * mass_number**(1 / 3)
R = radius_fm / bohr_fm
alpha_nucleus = 1e6
inside = quad(lambda t: 4 * pi * R**2 * Z * (t - 1.5*t*t + 0.5*t**4)
              * (2 * alpha_nucleus / pi)**1.5
              * np.exp(-2 * alpha_nucleus * (R * t)**2), 0, 1)[0]
assert 0 < inside < -formula_terms(alpha_nucleus, Z)[1]
assert formula_energy(alpha_nucleus, Z) + inside < -1.5 * alpha_nucleus

print(f"speed of light c = {c:.6f} a.u.; c^2 = {c*c:.2f} hartree")
print(f"1 hartree = {hartree_keV:.8f} keV")
print(f"critical charge c sqrt(pi/15) = {Z_critical:.3f}")
for charge, count in turns.items():
    print(f"Z = {charge}: turning points of E(alpha) = {count}")
print(f"proof threshold 8c^2/5 = {alpha_proof:.1f} bohr^-2")
print(f"kinetic + mass-velocity = 0 at alpha = {alpha_zero_kinetic:.1f} bohr^-2")
print(f"Erbium one-electron ion, Z = {Z}; energies in hartree")
print("alpha (bohr^-2): kinetic, nuclear, mass-velocity, total E")
rows = (1e3, 1e4, 1e5, 1e6)
for alpha in rows:
    t = formula_terms(alpha, Z)
    print(f"{alpha:.0f}: {t[0]:.1f}, {t[1]:.1f}, {t[2]:.1f}, {t[:3].sum():.1f}")
print("alpha (bohr^-2): Darwin, E + Darwin, E with root kinetic energy")
for alpha in rows:
    t = formula_terms(alpha, Z)
    print(f"{alpha:.0f}: {t[3]:.1f}, {t.sum():.1f}, {root_energy(alpha, Z):.1f}")
print(f"E at alpha = 1e6 bohr^-2: {formula_energy(1e6, Z)*hartree_keV:.1f} keV")
print(f"nonrelativistic 1s energy = {-Z**2/2:.1f} hartree")
print(f"Dirac 1s energy, point nucleus = {dirac_energy(Z):.2f} hartree")
print(f"the same = {dirac_energy(Z)*hartree_keV:.3f} keV")
print(f"E passes the Dirac energy at alpha = {alpha_dirac:.1f} bohr^-2")
print(f"Darwin = |mass-velocity| at alpha = {alpha_equal:.1f} bohr^-2")
print(f"root-kinetic Gaussian minimum: alpha = {alpha_root:.0f} bohr^-2")
print(f"root-kinetic minimum energy = {energy_root:.1f} hartree")
print(f"probability of p > 2c at alpha = 1e3 bohr^-2: {share_loose:.2e}")
print(f"probability of p > 2c at alpha = 1e5 bohr^-2: {share_tight:.4f}")
print(f"truncated kinetic at 1e5 bohr^-2, p < 2c: {below:.1f} hartree")
print(f"truncated kinetic at 1e5 bohr^-2, p > 2c: {above:.1f} hartree")
print(f"rough nuclear radius (A = {mass_number}) = {radius_fm:.1f} fm")
print(f"finite-nucleus shift at 1e6 bohr^-2 = {inside:.0f} hartree")
print(f"Model charge Z = {Zm}")
print(f"local minimum: alpha = {alpha_min:.2f} bohr^-2, "
      f"E = {formula_energy(alpha_min, Zm):.3f} hartree")
print(f"barrier top: alpha = {alpha_max:.1f} bohr^-2, "
      f"E = {formula_energy(alpha_max, Zm):.1f} hartree")
print("basis size, largest exponent (bohr^-2), lowest eigenvalue (hartree)")
for n, largest, energy in basis_rows:
    print(f"{n}, {largest:.0f}, {energy:.2f}")
print(f"1s first-order mass-velocity shift = {shift_mv:.4f} hartree")
print(f"1s first-order Darwin shift = {shift_darwin:.4f} hartree")
print(f"1s energy to first order = {first_order:.4f} hartree")
print(f"Dirac 1s energy for Z = {Zm}: {dirac_energy(Zm):.4f} hartree")
print("verified")
```

Printed output:

```
speed of light c = 137.035999 a.u.; c^2 = 18778.87 hartree
1 hartree = 0.02721139 keV
critical charge c sqrt(pi/15) = 62.714
Z = 20: turning points of E(alpha) = 2
Z = 62: turning points of E(alpha) = 2
Z = 63: turning points of E(alpha) = 0
Z = 68: turning points of E(alpha) = 0
proof threshold 8c^2/5 = 30046.2 bohr^-2
kinetic + mass-velocity = 0 at alpha = 15023.1 bohr^-2
Erbium one-electron ion, Z = 68; energies in hartree
alpha (bohr^-2): kinetic, nuclear, mass-velocity, total E
1000: 1500.0, -3431.5, -99.8, -2031.3
10000: 15000.0, -10851.2, -9984.6, -5835.9
100000: 150000.0, -34314.6, -998462.9, -882777.5
1000000: 1500000.0, -108512.3, -99846289.6, -98454801.9
alpha (bohr^-2): Darwin, E + Darwin, E with root kinetic energy
1000: 91.4, -1939.9, -2016.7
10000: 2889.2, -2946.6, -175.7
100000: 91365.0, -791412.5, 19088.8
1000000: 2889213.5, -95565588.4, 92401.2
E at alpha = 1e6 bohr^-2: -2679091.6 keV
nonrelativistic 1s energy = -2312.0 hartree
Dirac 1s energy, point nucleus = -2475.11 hartree
the same = -67.351 keV
E passes the Dirac energy at alpha = 4091.1 bohr^-2
Darwin = |mass-velocity| at alpha = 837.3 bohr^-2
root-kinetic Gaussian minimum: alpha = 1917 bohr^-2
root-kinetic minimum energy = -2155.5 hartree
probability of p > 2c at alpha = 1e3 bohr^-2: 3.42e-16
probability of p > 2c at alpha = 1e5 bohr^-2: 0.8611
truncated kinetic at 1e5 bohr^-2, p < 2c: 907.7 hartree
truncated kinetic at 1e5 bohr^-2, p > 2c: -849370.6 hartree
rough nuclear radius (A = 166) = 6.6 fm
finite-nucleus shift at 1e6 bohr^-2 = 670 hartree
Model charge Z = 20
local minimum: alpha = 116.78 bohr^-2, E = -171.085 hartree
barrier top: alpha = 6522.0 bohr^-2, E = 2958.4 hartree
basis size, largest exponent (bohr^-2), lowest eigenvalue (hartree)
4, 540, -198.82
5, 1620, -203.43
6, 4860, -205.84
7, 14580, -21902.67
8, 43740, -433030.25
1s first-order mass-velocity shift = -5.3251 hartree
1s first-order Darwin shift = 4.2601 hartree
1s energy to first order = -201.0650 hartree
Dirac 1s energy for Z = 20: -201.0765 hartree
verified
```
